\section*{The Hellmann-Feynman Theorem, Checked on a Three-Site Matrix}

\section{The missing terms}

\textbf{Q.} To get the slope of an energy level with respect to a parameter $\lambda$, you average $dH/d\lambda$ over the state and stop. But the state depends on $\lambda$ too. What entitles you to leave its change out?

\textbf{A.} I don't leave it out; its contribution adds up to zero under certain conditions. Let $H(\lambda)$ be a Hermitian matrix of finite size, written in an orthonormal basis that does not depend on $\lambda$, with elements that are continuously differentiable functions of the real parameter $\lambda$. Let $E(\lambda)$ be a nondegenerate eigenvalue with normalized eigenvector $\psi(\lambda)$:
\begin{equation}
H\psi=E\psi,\qquad \langle\psi|\psi\rangle=1 .
\label{eq:setup}
\end{equation}
The claim is
\begin{equation}
\frac{dE}{d\lambda}=\Big\langle\psi\Big|\frac{dH}{d\lambda}\Big|\psi\Big\rangle .
\label{eq:hf}
\end{equation}
I write a prime for $d/d\lambda$. The algebra is in atomic units, but no constant such as $\hbar$ appears, so the formulas hold in any consistent units.

\textbf{Q.} Then show me the terms before you remove them.

\textbf{A.} Multiplying $H\psi=E\psi$ from the left by $\langle\psi|$ gives $E=\langle\psi|H|\psi\rangle$. This is a product of three factors that all depend on $\lambda$, so
\begin{equation}
E'=\langle\psi'|H|\psi\rangle+\langle\psi|H'|\psi\rangle+\langle\psi|H|\psi'\rangle .
\label{eq:product}
\end{equation}
The first and last terms are the ones you miss. I will call them the outer terms.

\textbf{Q.} I have heard that normalization cancels them. I see no norm in them, only matrix elements of $H$.

\textbf{A.} Normalization is the second of two steps. The first uses the eigenvalue equation. In the first outer term, $H$ acts to the right on $\psi$ and gives $E\psi$. In the last one it stands next to $\langle\psi|$. Taking the adjoint of $H\psi=E\psi$, with $H^\dagger=H$ and $E$ real, gives $\langle\psi|H=E\langle\psi|$. Hence
\begin{align}
\langle\psi'|H|\psi\rangle+\langle\psi|H|\psi'\rangle
&=E\big(\langle\psi'|\psi\rangle+\langle\psi|\psi'\rangle\big)\nonumber\\
&=E\,\frac{d}{d\lambda}\langle\psi|\psi\rangle .
\label{eq:outer}
\end{align}
Now the norm has appeared. It equals 1 for every $\lambda$, so its derivative is zero, and Eq.~\eqref{eq:product} reduces to Eq.~\eqref{eq:hf}.

\textbf{Q.} Is each outer term zero, or only the sum?

\textbf{A.} In general only the sum. The two overlaps in Eq.~\eqref{eq:outer} are complex conjugates of each other, so normalization says that the real part of $\langle\psi|\psi'\rangle$ vanishes. An imaginary part may remain. Multiply $\psi$ by a phase factor $e^{i\theta(\lambda)}$. The new vector is still a normalized eigenvector, but $\langle\psi|\psi'\rangle$ has gained $i\theta'$ and $\langle\psi'|\psi\rangle$ has gained $-i\theta'$. The first outer term changes by $-iE\theta'$ and the last by $+iE\theta'$, and their sum stays zero. For a real vector the two overlaps are equal, so each is zero by itself. The right-hand side of Eq.~\eqref{eq:hf} does not notice the phase, because $e^{-i\theta}$ from the left cancels $e^{i\theta}$ from the right.

\section{Do the derivatives exist?}

\textbf{Q.} You differentiated $E$ and $\psi$ freely. You assumed smoothness only for $H$.

\textbf{A.} This is where nondegeneracy enters. Take the characteristic polynomial
\begin{equation}
p(\varepsilon,\lambda)=\det\big(\varepsilon-H(\lambda)\big)=\prod_m(\varepsilon-E_m),
\end{equation}
and let $E_n$ be our level at $\lambda=\lambda_0$. Differentiating the product gives a sum in which each term lacks one factor. At $\varepsilon=E_n$ every term that still contains $(\varepsilon-E_n)$ vanishes, which leaves
\begin{equation}
\frac{\partial p}{\partial\varepsilon}\Big|_{E_n}=\prod_{m\neq n}(E_n-E_m)\neq0 .
\label{eq:dp}
\end{equation}
By the implicit function theorem, the equation $p(\varepsilon,\lambda)=0$ then has a continuously differentiable root $E(\lambda)$ near $\lambda_0$. By continuity $\partial p/\partial\varepsilon$ stays nonzero on it nearby, so the root stays nondegenerate.

\textbf{Q.} That settles the eigenvalue. A diagonalization routine may return an eigenvector with any sign, so how can the vector be differentiable?

\textbf{A.} The sign has to be chosen consistently, and the projector $|\psi\rangle\langle\psi|$ lets us do it. Let $\mathrm{adj}\,A$ be the transposed matrix of cofactors of $A$, which for invertible $A$ equals $(\det A)A^{-1}$. If $\varepsilon$ is not an eigenvalue, expanding the inverse in the orthonormal eigenvectors $\psi_k$ gives
\begin{align}
\mathrm{adj}(\varepsilon-H)
&=p\sum_k\frac{|\psi_k\rangle\langle\psi_k|}{\varepsilon-E_k}\nonumber\\
&=\sum_k\Big[\prod_{m\neq k}(\varepsilon-E_m)\Big]|\psi_k\rangle\langle\psi_k| .
\end{align}
The first and last expressions are polynomials in $\varepsilon$, so they also agree at $\varepsilon=E_n$. There every term with $k\neq n$ contains the factor $E_n-E_n=0$. With Eq.~\eqref{eq:dp},
\begin{equation}
P\equiv|\psi_n\rangle\langle\psi_n|=\frac{\mathrm{adj}(E_n-H)}{\partial p/\partial\varepsilon|_{E_n}} .
\end{equation}
Cofactors are sums of products of matrix elements, so the right-hand side is differentiable in $\lambda$. Near $\lambda_0$ we can therefore take
\begin{equation}
\psi(\lambda)=\frac{P(\lambda)\psi(\lambda_0)}{\|P(\lambda)\psi(\lambda_0)\|} .
\end{equation}
The denominator is 1 at $\lambda_0$ and, by continuity, nonzero nearby. This is a differentiable normalized eigenvector, as the proof requires.

\section{A matrix small enough to solve}

\textbf{Q.} I would like to see it survive a case where the state really changes.

\textbf{A.} Take one electron on three sites in a row. The outer sites are fixed and the middle one is displaced by $x$ towards site 3, so $\lambda=x$. The matrix is
\begin{equation}
H=\begin{pmatrix}0&-t_1&0\\-t_1&u&-t_2\\0&-t_2&0\end{pmatrix},\quad
\begin{aligned}t_1&=t_0e^{-x/a},\\ t_2&=t_0e^{x/a},\\ u&=u_0+gx.\end{aligned}
\end{equation}
The coupling to site 3 grows as the middle site approaches it, and the coupling to site 1 decays. I choose round model values: $t_0=2$ eV, $a=0.5$ \AA, $u_0=1$ eV, $g=2$ eV/\AA\ and $x=0.1$ \AA. Then
\begin{align}
t_1&=2e^{-0.2}=1.637\ \text{eV},\nonumber\\
t_2&=2e^{0.2}=2.443\ \text{eV},\nonumber\\
u&=1+2(0.1)=1.200\ \text{eV}.
\end{align}

\textbf{Q.} What are the levels?

\textbf{A.} Put $S=t_1^2+t_2^2$. Expanding $\det(H-E)$ along the first row gives
\begin{align}
\det(H-E)&=-E\big[(u-E)(-E)-t_2^2\big]+t_1^2E\nonumber\\
&=-E\,(E^2-uE-S).
\end{align}
One level is $E=0$. The others are
\begin{equation}
E_\pm=\frac u2\pm\sqrt{\frac{u^2}{4}+S} .
\end{equation}
Their product is $-S<0$, so one lies below zero and one above: the three levels are never degenerate. The square root is $\sqrt{0.6^2+1.637^2+2.443^2}=3.001$ eV, and the lowest level is $E=0.600-3.001=-2.401$ eV, or $-0.0883$ hartree.

\textbf{Q.} And its eigenvector?

\textbf{A.} Set the middle component of an unnormalized vector $\phi$ to 1. The first row of $H\phi=E\phi$ reads $-t_1=E\phi_1$ and the third reads $-t_2=E\phi_3$, so
\begin{equation}
\phi=\Big(-\frac{t_1}{E},\,1,\,-\frac{t_2}{E}\Big)=(0.682,\,1,\,1.017).
\end{equation}
Its squared norm is $N=1+S/E^2=2.500$. Division by $\sqrt N$ gives $\psi=(0.431,\,0.632,\,0.643)$.

\textbf{Q.} Now the average of $dH/dx$.

\textbf{A.} The nonzero elements of $H'$ are
\begin{align}
H'_{12}&=-t_1'=t_1/a=3.275\ \text{eV/\AA},\nonumber\\
H'_{22}&=g=2.000\ \text{eV/\AA},\nonumber\\
H'_{23}&=-t_2'=-t_2/a=-4.886\ \text{eV/\AA},
\end{align}
and the mirror elements $H'_{21}$ and $H'_{32}$, which give each coupling a factor 2:
\begin{align}
\langle\psi|H'|\psi\rangle
&=\psi_2^2H'_{22}+2\psi_1\psi_2H'_{12}+2\psi_2\psi_3H'_{23}\nonumber\\
&=0.80+1.79-3.98\nonumber\\
&=-1.39\ \text{eV/\AA}.
\end{align}
In atomic units this is $-0.0270$ hartree/bohr. The force on the middle site is $-dE/dx=+1.39$ eV/\AA, towards site 3. The split shows why: the growing coupling to site 3 pulls forward with 3.98 eV/\AA, while the weakening coupling to site 1 and the rising site level pull back with 1.79 and 0.80 eV/\AA. This is the force from one electron in this model, without any repulsion between the sites.

\textbf{Q.} So far you have evaluated only your own formula. What is the slope of the energy itself?

\textbf{A.} Differentiate $E^2-uE-S=0$, with no reference to an eigenvector:
\begin{equation}
2EE'-gE-uE'-S'=0\;\Rightarrow\;E'=\frac{gE+S'}{2E-u} .
\label{eq:direct}
\end{equation}
Here $S'=2t_1t_1'+2t_2t_2'=2(t_2^2-t_1^2)/a=13.144$ eV$^2$/\AA, so
\begin{equation}
E'=\frac{-4.803+13.144}{-4.803-1.200}=-1.39\ \text{eV/\AA}.
\end{equation}

\textbf{Q.} Agreement at one point could be luck.

\textbf{A.} It holds for every $x$. With $\phi$ in place of numbers,
\begin{align}
\frac{\langle\phi|H'|\phi\rangle}{N}
&=\frac{g-2t_1^2/(aE)+2t_2^2/(aE)}{1+S/E^2}\nonumber\\
&=\frac{g+S'/E}{1+S/E^2}=\frac{E(gE+S')}{E^2+S} .
\end{align}
The level equation gives $S=E^2-uE$, so the denominator is $E(2E-u)$, and Eq.~\eqref{eq:direct} follows. The same algebra covers the highest level, at 3.60 eV with slope 3.39 eV/\AA. The level at $E=0$ has the eigenvector $(t_2,0,-t_1)/\sqrt S$. Every nonzero element of $H'$ involves site 2, where this state has no weight, so its average is zero, as it must be for a constant level. The three slopes add up to $-1.39+0+3.39=2.00$ eV/\AA. This is $g$, because the sum of $\langle\psi_n|H'|\psi_n\rangle$ over an orthonormal basis is the trace of $H'$.

\textbf{Q.} If I had only a diagonalization routine, would I see the same slope?

\textbf{A.} Up to the error of the difference formula. Expanding $E(x\pm h)$ in a Taylor series, the even powers cancel and
\begin{equation}
\frac{E(x+h)-E(x-h)}{2h}=E'+\frac{h^2}{6}E'''+\dots
\end{equation}
Numerical diagonalization at the displaced points gives $-1.38846$ eV/\AA\ for $h=0.02$ \AA\ and $-1.38927$ eV/\AA\ for $h=0.01$ \AA. The average of $H'$, to the same number of digits, is $-1.38954$ eV/\AA. The deviations from it are $1.08\times10^{-3}$ and $2.71\times10^{-4}$ eV/\AA. Their ratio is 3.99, close to the factor 4 expected from the $h^2$ term when $h$ is halved.

\textbf{Q.} Perhaps the state hardly moves, and you neglected something small.

\textbf{A.} It moves a good deal. Numerical differentiation of the normalized eigenvector, with its sign kept continuous, gives a vector $\psi'$ of length 1.44 \AA$^{-1}$. But $\psi$ has fixed length, so $\psi'$ is perpendicular to it. Since $H\psi$ is parallel to $\psi$, the overlap $\langle\psi'|H|\psi\rangle$ vanishes however long $\psi'$ is.

\section{Taking the conditions away}

\textbf{Q.} Then spoil the normalization. What happens if I use $\phi$?

\textbf{A.} Equation~\eqref{eq:outer} holds for any differentiable eigenvector, because its derivation did not use the norm. For $\phi$ the outer terms equal $EN'$. Differentiating $\langle\phi|H|\phi\rangle=EN$ in two ways gives
\begin{equation}
\langle\phi|H'|\phi\rangle+EN'=E'N+EN' .
\end{equation}
The terms $EN'$ drop out, and
\begin{equation}
E'=\frac{\langle\phi|H'|\phi\rangle}{\langle\phi|\phi\rangle} .
\end{equation}
In the example, $N=1+S/E^2$ gives
\begin{equation}
N'=\frac{S'}{E^2}-\frac{2SE'}{E^3}=2.2792-1.7355=0.5437\ \text{\AA}^{-1},
\end{equation}
so the outer terms are $EN'=-2.401\times0.544=-1.31$ eV/\AA, which is not small. The average without division is $\langle\phi|H'|\phi\rangle=-3.47$ eV/\AA. Dividing it by $N=2.500$ restores $-1.39$ eV/\AA.

\textbf{Q.} And if I keep the norm but give up the eigenstate?

\textbf{A.} Then the first step of the proof fails. Mix two real eigenvectors with a fixed angle, $\chi=\cos\alpha\,\psi_a+\sin\alpha\,\psi_b$. This $\chi$ is normalized for every $x$. Since $H$ does not connect different eigenvectors, its energy is $\cos^2\!\alpha\,E_a+\sin^2\!\alpha\,E_b$, with slope
\begin{equation}
\frac{d}{dx}\langle\chi|H|\chi\rangle=\cos^2\!\alpha\,E_a'+\sin^2\!\alpha\,E_b' .
\end{equation}
But $H'$ can connect them. Using the theorem for $\psi_a$ and $\psi_b$ separately,
\begin{align}
\langle\chi|H'|\chi\rangle={}&\cos^2\!\alpha\,E_a'+\sin^2\!\alpha\,E_b'\nonumber\\
&+2\sin\alpha\cos\alpha\,\langle\psi_a|H'|\psi_b\rangle .
\end{align}
By the product rule the outer terms are the first expression minus the second, that is $-2\sin\alpha\cos\alpha\,\langle\psi_a|H'|\psi_b\rangle$.

\textbf{Q.} Is that a large error here?

\textbf{A.} Let $a$ be the lowest level, $b$ the level at zero, and $\alpha=30^\circ$. The vector $H'\psi_b$ has only a middle component,
\begin{equation}
\frac{t_1}{a}\frac{t_2}{\sqrt S}+\Big(-\frac{t_2}{a}\Big)\Big(-\frac{t_1}{\sqrt S}\Big)=\frac{2t_1t_2}{a\sqrt S},
\end{equation}
where $a$ is again the decay length. Multiplying by the middle component 0.632 of $\psi_a$ gives the cross element 3.44 eV/\AA. The true slope is $0.75\times(-1.39)=-1.04$ eV/\AA, while the average of $H'$ is $-1.04+0.866\times3.44=+1.94$ eV/\AA. Here even the sign is wrong. The sign of the cross element follows the relative sign chosen for the two eigenvectors: with $-\psi_b$ in place of $\psi_b$ the true slope is unchanged and the average becomes $-1.04-2.98=-4.02$ eV/\AA. Either way the error is 2.98 eV/\AA\ in size.

\textbf{Q.} Approximate wavefunctions are not eigenstates. Is the theorem lost for all of them?

\textbf{A.} No. Being an eigenstate is sufficient, not necessary. Suppose a normalized trial state depends on real parameters $c_i$ and on nothing else, and its energy $W(\lambda,c)=\langle\psi(c)|H(\lambda)|\psi(c)\rangle$ is made stationary at each $\lambda$. If the optimal $c_i$ are differentiable in $\lambda$, the chain rule gives
\begin{equation}
\frac{dW}{d\lambda}=\frac{\partial W}{\partial\lambda}+\sum_i\frac{\partial W}{\partial c_i}\,c_i'=\langle\psi|H'|\psi\rangle,
\end{equation}
because every $\partial W/\partial c_i$ is zero. The mixture above was not optimized in this way.

\textbf{Q.} What goes wrong at a degeneracy?

\textbf{A.} The derivative in Eq.~\eqref{eq:dp} becomes zero, and the level may have a kink. Consider another matrix,
\begin{equation}
K=\begin{pmatrix}0&kx&0\\kx&0&0\\0&0&w\end{pmatrix},
\end{equation}
with $k=1$ eV/\AA\ and $w=1$ eV. Near $x=0$ its lowest level is $-|kx|$, with slope $+1$ eV/\AA\ on the left and $-1$ eV/\AA\ on the right. At $x=0$ there is no single slope to predict. Every combination of the first two basis vectors is then an eigenvector, and the average of $K'$ depends on the choice: it is 0 for $(1,0,0)$, $-1$ eV/\AA\ for $(1,-1,0)/\sqrt2$ and $+1$ eV/\AA\ for $(1,1,0)/\sqrt2$. The last two vectors remain eigenvectors for $x\neq0$, with energies $-kx$ and $+kx$. Along each of these smooth lines the theorem holds even at the crossing; the lowest level changes from one line to the other.

\textbf{Q.} One last doubt. In your chain the middle orbital travels with its site. You said that the basis does not depend on $\lambda$.

\textbf{A.} The example takes the matrix itself as the Hamiltonian and the orbitals as orthonormal at every $x$. The proof then applies to the column of coefficients, with $H'$ meaning the derivative of the matrix elements. If the elements come from an operator $\hat H$ and orbitals $\eta_i$ that depend on $\lambda$, then
\begin{equation}
H'_{ij}=\langle\eta_i|\hat H'|\eta_j\rangle+\langle\eta_i'|\hat H|\eta_j\rangle+\langle\eta_i|\hat H|\eta_j'\rangle .
\end{equation}
In the state $\Psi=\sum_i c_i\eta_i$ the last two terms contribute $\langle\xi|\hat H|\Psi\rangle+\langle\Psi|\hat H|\xi\rangle$, with $\xi=\sum_i c_i\eta_i'$. If $\Psi$ is an exact eigenfunction of $\hat H$, this equals $E\sum_{ij}c_i^*c_j\,\frac{d}{d\lambda}\langle\eta_i|\eta_j\rangle$, which is zero for orthonormal orbitals. Otherwise it need not vanish, and the average of $\hat H'$ alone is then not the whole of the matrix formula.

\textbf{Q.} And if the orbitals also overlap?

\textbf{A.} With the overlap matrix $O_{ij}=\langle\eta_i|\eta_j\rangle$, the coefficients $c$ obey $Hc=EOc$ and $c^\dagger Oc=1$. The outer terms become $E(c'^\dagger Oc+c^\dagger Oc')$. Differentiating the normalization gives $c'^\dagger Oc+c^\dagger O'c+c^\dagger Oc'=0$, so they equal $-E\,c^\dagger O'c$, and for a nondegenerate level with differentiable $c$
\begin{equation}
E'=c^\dagger(H'-EO')c .
\end{equation}
The derivative of the coefficients has again dropped out, but the motion of the basis has not. For a fixed orthonormal basis $O'=0$, and Eq.~\eqref{eq:hf} returns.

All numerical values are calculated from the stated model.
